# Voigt waves in an absorbing biaxial crystal: a numerical check

```python
"""
Voigt waves in an absorbing biaxial crystal, time factor exp(-i omega t).

Result under test: eps = diag(eps1, eps2, eps3), eta = 1/eps, c = eta3 - eta1,
sin(V)^2 = (eta2 - eta1)/c with V = theta + i tau.  Along the real direction
  s = (sin theta, 0, cos theta)/cosh(tau) +- tanh(tau) y
the transverse matrix in E'' + k0^2 M E = 0 is
  M = m I + q [[1, i sigma], [i sigma, -1]],  sigma = +-1,
which is defective when sin(V)^2 is not real.  With n = sqrt(m), the input
(1, -i sigma)/sqrt2 becomes
  exp(i k0 n z) [ (1, -i sigma) + i (k0 q/n) z (1, i sigma) ]/sqrt2.
zeta = k0 z is the dimensionless depth.  Passivity requires |q| <= Im m.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import root

mp.mp.dps = 40
Y_AXIS = np.array([0.0, 1.0, 0.0])
I2 = np.eye(2)
J = np.array([[0.0, -1.0], [1.0, 0.0]])      # s x (transverse vector)


def frame(s, ref=None):
    """Right-handed columns e1, e2, s; e1 is the projection of ref."""
    if ref is None:
        ref = np.eye(3)[np.argmin(np.abs(s))]
    e1 = ref - s * np.dot(s, ref)
    e1 = e1 / np.linalg.norm(e1)
    return np.column_stack([e1, np.cross(s, e1), s])


def transverse_matrix(eps, s, ref=None):
    """Eliminate the longitudinal field directly from D.s = 0."""
    R = frame(s, ref)
    e = R.T @ np.diag(eps) @ R
    return e[:2, :2] - np.outer(e[:2, 2], e[2, :2]) / e[2, 2]


def singular_axis(eps, sign):
    """Closed forms: axis s, reference vector f, m, q, theta, tau."""
    eta = 1 / np.asarray(eps, dtype=complex)
    c = eta[2] - eta[0]
    V = np.arcsin(np.sqrt((eta[1] - eta[0]) / c))
    th, tau = V.real, V.imag
    p = np.array([np.sin(th), 0.0, np.cos(th)])
    s = p / np.cosh(tau) + sign * np.tanh(tau) * Y_AXIS
    f = np.tanh(tau) * p - sign * Y_AXIS / np.cosh(tau)
    a = eta[1] - 0.5j * c * np.tanh(tau) * np.sin(2 * V)
    w = 0.5j * c * np.tanh(tau) * np.sin(2 * th)
    return s, f, 1 / a, -w / a**2, th, tau


def nilpotent(q, sigma):
    return q * np.array([[1, 1j * sigma], [1j * sigma, -1]])


def discriminant(angles, eps):
    t, p = angles
    s = np.array([np.sin(t) * np.cos(p), np.sin(t) * np.sin(p), np.cos(t)])
    M = transverse_matrix(eps, s)
    return (M[0, 0] - M[1, 1])**2 + 4 * M[0, 1]**2, s


def find_axis(eps, start, scale):
    def fun(x):
        d = discriminant(x, eps)[0] / scale
        return [d.real, d.imag]
    sol = root(fun, start, tol=1e-13)
    d, s = discriminant(sol.x, eps)
    return abs(d / scale), s


def line_distance(s1, s2):
    return min(np.linalg.norm(s1 - s2), np.linalg.norm(s1 + s2))


# --- All singular axes of a strongly absorbing crystal by blind root search
rng = np.random.default_rng(4)
eps_strong = np.array([1.5 + 0.05j, 1.8 + 0.3j, 2.0 + 0.1j])**2
found = []
for _ in range(150):
    start = [np.arccos(rng.uniform(-1, 1)), rng.uniform(0, 2 * np.pi)]
    residual, s_root = find_axis(eps_strong, start, 1.0)
    if residual < 1e-11 and all(line_distance(s_root, o) > 1e-4 for o in found):
        found.append(s_root)
predicted = []
for sign in (1, -1):
    s_c = singular_axis(eps_strong, sign)[0]
    predicted += [s_c, s_c * np.array([-1, 1, 1])]
assert len(found) == 4
for s_c in predicted:
    assert min(line_distance(s_c, o) for o in found) < 1e-7

# --- Closed m, q, handedness and the passivity bound on random tensors
largest_ratio = 0.0
for _ in range(300):
    eps_r = rng.uniform(1.5, 5, 3) + 1j * rng.uniform(0, 1, 3)
    for sign in (1, -1):
        s_r, f_r, m_r, q_r, _, _ = singular_axis(eps_r, sign)
        M_r = transverse_matrix(eps_r, s_r, f_r)
        assert np.allclose(M_r, m_r * I2 + nilpotent(q_r, sign),
                           rtol=0, atol=1e-9)
        m_num = np.trace(M_r) / 2
        q_num = (M_r[0, 0] - M_r[1, 1]) / 2
        largest_ratio = max(largest_ratio, abs(q_num) / m_num.imag)
assert largest_ratio <= 1 + 1e-8

# Only eps2 absorbs: the bound is reached
eps_y = np.array([2.4, 2.5 + 0.02j, 2.6])
s_y, f_y = singular_axis(eps_y, 1)[:2]
M_y = transverse_matrix(eps_y, s_y, f_y)
saturation = abs(M_y[0, 0] - M_y[1, 1]) / np.trace(M_y).imag
assert abs(saturation - 1) < 1e-9

# Absorbing biaxial crystal with collinear eta: no defect on its optic axis
eta_line = (0.5 - 0.02j) + np.array([0, 0.4, 1.0]) * (-0.1 - 0.03j)
eps_line = 1 / eta_line
assert np.all(eps_line.imag > 0)
M_line = transverse_matrix(eps_line, singular_axis(eps_line, 1)[0])
assert np.linalg.norm(M_line - np.trace(M_line) / 2 * I2) < 1e-12

# --- Worked example
wavelength_nm = 600.0
k0 = 2 * np.pi / (wavelength_nm * 1e-6)        # 1/mm
n_real = np.array([1.540, 1.550, 1.555])
kappa = np.array([1e-5, 1e-4, 5e-5])
eps = (n_real + 1j * kappa)**2
sigma = 1
s, f, m, q, theta, tau = singular_axis(eps, sigma)
n = np.sqrt(m)
R = frame(s, f)
M = transverse_matrix(eps, s, f)
N = M - np.trace(M) / 2 * I2
a_plus = np.array([1, 1j * sigma]) / np.sqrt(2)
a_minus = np.array([1, -1j * sigma]) / np.sqrt(2)
beta = k0 * q / n
z_peak = 1 / (k0 * n.imag)
zeta_peak = k0 * z_peak

start = [np.arccos(s[2]) + 0.3 * abs(tau),
         np.arctan2(s[1], s[0]) + 0.2 * abs(tau)]
residual, s_search = find_axis(eps, start, abs(4 * q**2))
axis_gap = line_distance(s, s_search)
assert residual < 1e-8 and axis_gap < 1e-9
singular_values = np.linalg.svd(N, compute_uv=False)
assert singular_values[0] > 1e-5
assert singular_values[1] / singular_values[0] < 1e-9
assert np.linalg.norm(N @ N) / np.linalg.norm(N)**2 < 1e-9

# --- Three-component wave equation: s x (s x E'') = eps E in depth zeta
e_frame = R.T @ np.diag(eps) @ R


def wave_residual(zeta, c_minus, c_plus, slope):
    """Field exp(i n zeta)[c_minus a_minus + (c_plus + slope zeta) a_plus]."""
    def components(x):
        ph = mp.exp(1j * mp.mpc(n) * x)
        t = [ph * (c_minus * mp.mpc(a_minus[j])
                   + (c_plus + mp.mpc(slope) * x) * mp.mpc(a_plus[j]))
             for j in range(2)]
        lon = -(mp.mpc(e_frame[2, 0]) * t[0]
                + mp.mpc(e_frame[2, 1]) * t[1]) / mp.mpc(e_frame[2, 2])
        return [t[0], t[1], lon]
    E = np.array([complex(v) for v in components(mp.mpf(zeta))])
    E2 = np.array([complex(mp.diff(lambda x, j=j: components(x)[j],
                                   mp.mpf(zeta), 2)) for j in range(3)])
    return np.linalg.norm(np.cross(s, np.cross(s, R @ E2)) - eps * (R @ E))


slope = 1j * q / n
residual_voigt = max(wave_residual(x, 1, 0, slope)
                     for x in (0.0, 100.0, float(zeta_peak)))
residual_plain = wave_residual(100.0, 1, 0, 0)
residual_eigen = wave_residual(100.0, 0, 1, 0)
assert residual_voigt < 1e-11 and residual_eigen < 1e-11
assert abs(residual_plain / (2 * abs(q) * np.exp(-100 * n.imag)) - 1) < 1e-6


# --- Four-component Maxwell propagation of (E_t, Z0 H_t)
def voigt_field(z):
    return np.exp(1j * k0 * n * z) * (a_minus + 1j * beta * z * a_plus)


A4 = np.block([[np.zeros((2, 2)), -1j * J], [1j * J @ M, np.zeros((2, 2))]])
K_over_k0 = n * I2 + nilpotent(q, sigma) / (2 * n)
state0 = np.concatenate([a_minus, J @ K_over_k0 @ a_minus])
created = []
propagation_gap = 0.0
for factor in (0.95, 1.0, 1.05):
    E_num = (expm(A4 * zeta_peak * factor) @ state0)[:2]
    propagation_gap = max(propagation_gap, np.linalg.norm(
        E_num - voigt_field(factor * z_peak)))
    created.append(abs(np.vdot(a_plus, E_num)))
assert propagation_gap < 1e-7
assert created[1] > created[0] and created[1] > created[2]
peak_bound = 2 * n.real / (np.e * abs(n))
assert created[1] <= peak_bound


# --- Near the axis: ordinary modes, their splitting and their joint limit
def mode_field(M_any, zeta):
    lam, vec = np.linalg.eig(M_any)
    return vec @ (np.exp(1j * np.sqrt(lam) * zeta)
                  * np.linalg.solve(vec, a_minus))


def tilted(angle, azimuth):
    side = np.cos(azimuth) * R[:, 0] + np.sin(azimuth) * R[:, 1]
    return np.cos(angle) * s + np.sin(angle) * side


def state_change(eps_new, s_new):
    """Relative field change at z_peak, common phase removed."""
    E = mode_field(transverse_matrix(eps_new, s_new, f), zeta_peak)
    E_ref = voigt_field(z_peak)
    E = E * np.exp(1j * np.angle(np.vdot(E, E_ref)))
    return np.linalg.norm(E - E_ref) / np.linalg.norm(E_ref)


def splitting(angle):
    lam = np.linalg.eigvals(transverse_matrix(eps, tilted(angle, 0.7), f))
    return abs(lam[0] - lam[1])


split_ratio = splitting(4e-6) / splitting(1e-6)
limit_ratio = (state_change(eps, tilted(1e-5, 0.7))
               / state_change(eps, tilted(1e-6, 0.7)))
assert abs(split_ratio - 2) < 0.02
assert 9 < limit_ratio < 11

# --- Sizes of neglected effects
tilt_deg = 0.01
tilt_change = max(state_change(eps, tilted(np.radians(tilt_deg), az))
                  for az in np.linspace(0, 2 * np.pi, 24, endpoint=False))
index_shift = 1e-5
index_change = state_change(
    (n_real + np.array([0, index_shift, 0]) + 1j * kappa)**2, s)
kappa_fraction = 0.05
kappa_change = state_change(
    (n_real + 1j * kappa * np.array([1, 1 + kappa_fraction, 1]))**2, s)
beam_radius_mm = 1.0
divergence_deg = np.degrees(wavelength_nm * 1e-6
                            / (np.pi * n.real * beam_radius_mm))
walkoff_um = 1e3 * z_peak * np.linalg.norm(e_frame[2, :2]) / abs(e_frame[2, 2])


def plate_jones(d):
    """Transmission of a plate in air, all internal reflections included."""
    P = expm(A4 * k0 * d)
    P11, P12, P21, P22 = P[:2, :2], P[:2, 2:], P[2:, :2], P[2:, 2:]
    left = np.block([[P11 - P12 @ J, -I2], [P21 - P22 @ J, -J]])
    right = -np.vstack([P11 + P12 @ J, P21 + P22 @ J])
    return np.linalg.solve(left, right)[2:]


echo_change = 0.0
fringe = wavelength_nm * 1e-6 / (2 * n.real)
for d in z_peak + fringe * np.arange(16) / 16:
    out = plate_jones(d) @ a_minus
    ratio = abs(np.vdot(a_plus, out) / np.vdot(a_minus, out))
    echo_change = max(echo_change, abs(ratio / (abs(beta) * d) - 1))
echo_estimate = 2 * abs((n - 1) / (n + 1))**2 * np.exp(-2)
assert abs(echo_change / echo_estimate - 1) < 0.1

# --- Report
photon_eV = (constants.h * constants.c / (wavelength_nm * 1e-9)
             / constants.e)
print(f"wavelength = {wavelength_nm:.0f} nm; photon energy = {photon_eV:.4f} eV")
print(f"k0 = {k0:.3f} 1/mm")
for j in range(3):
    print(f"axis {j+1}: n = {n_real[j]:.3f}, kappa = {kappa[j]:.1e}, "
          f"eps = {eps[j].real:.6f} + {eps[j].imag:.4e} i")
eta = 1 / eps
for j in range(3):
    print(f"eta{j+1} = {eta[j].real:.8f} {eta[j].imag:+.5e} i")
sin2V = (eta[1] - eta[0]) / (eta[2] - eta[0])
print(f"sin^2 V = {sin2V.real:.6f} {sin2V.imag:+.6f} i")
print(f"theta = {np.degrees(theta):.4f} deg; tau = {tau:.6f} rad")
print(f"singular axis s+ = ({s[0]:.6f}, {s[1]:.6f}, {s[2]:.6f})")
print(f"tilt of s+ out of xz plane = {np.degrees(np.arcsin(s[1])):.4f} deg")
print(f"axis, formula minus root search = {axis_gap:.1e} rad")
print(f"m = {m.real:.6f} + {m.imag:.5e} i")
print(f"q = {q.real:.5e} {q.imag:+.5e} i; |q| = {abs(q):.5e}")
print(f"M11-m = {N[0,0].real:.5e} {N[0,0].imag:+.5e} i")
print(f"M12 = {M[0,1].real:.5e} {M[0,1].imag:+.5e} i")
print(f"singular values of M-mI = {singular_values[0]:.4e}, "
      f"{singular_values[1]:.1e}")
print(f"n = {n.real:.6f} + {n.imag:.5e} i")
print(f"beta = {beta.real:.5f} {beta.imag:+.5f} i 1/mm; "
      f"|beta| = {abs(beta):.5f} 1/mm")
print(f"|q|/Im m = {abs(q)/m.imag:.4f} (passive limit 1)")
print(f"largest |q|/Im m, 300 random tensors = {largest_ratio:.4f}")
print(f"|q|/Im m when only eps2 absorbs = {saturation:.8f}")
print(f"peak depth z* = {z_peak:.4f} mm")
print(f"created amplitude at z* = {created[1]:.4f}; bound = {peak_bound:.4f}")
for z in (0.5, 1.0, 2.0):
    E = voigt_field(z)
    kept, made = abs(np.vdot(a_minus, E)), abs(np.vdot(a_plus, E))
    print(f"z = {z:.1f} mm: kept {kept:.4f}, created {made:.4f}, "
          f"intensity ratio {(made/kept)**2:.4f}")
print(f"wave-equation residual, Voigt field = {residual_voigt:.1e}")
print(f"residual without linear term = {residual_plain:.3e}")
print(f"Maxwell propagation minus formula = {propagation_gap:.1e}")
print(f"eigenvalue splitting ratio, tilt x4 = {split_ratio:.4f}")
print(f"field change ratio, tilt x10 = {limit_ratio:.3f}")
print("Neglected effects, relative field change at z*:")
print(f"  misalignment {tilt_deg:.2f} deg, worst azimuth: {tilt_change:.4f}")
print(f"  shift of n2 alone by {index_shift:.0e}: {index_change:.4f}")
print(f"  kappa2 larger by {100*kappa_fraction:.0f} %: {kappa_change:.4f}")
print(f"beam radius {beam_radius_mm:.1f} mm: divergence "
      f"{divergence_deg:.4f} deg in crystal")
print(f"lateral walk-off scale at z* = {walkoff_um:.2f} um")
print(f"plate echoes: change of amplitude ratio up to {100*echo_change:.2f} %")
print(f"echo estimate 2|r|^2 exp(-2) = {100*echo_estimate:.2f} %")
print("OK")
```

Printed output:

```
wavelength = 600 nm; photon energy = 2.0664 eV
k0 = 10471.976 1/mm
axis 1: n = 1.540, kappa = 1.0e-05, eps = 2.371600 + 3.0800e-05 i
axis 2: n = 1.550, kappa = 1.0e-04, eps = 2.402500 + 3.1000e-04 i
axis 3: n = 1.555, kappa = 5.0e-05, eps = 2.418025 + 1.5550e-04 i
eta1 = 0.42165627 -5.47606e-06 i
eta2 = 0.41623309 -5.37075e-05 i
eta3 = 0.41356065 -2.65955e-05 i
sin^2 V = 0.669902 +0.004210 i
theta = 54.9321 deg; tau = 0.004476 rad
singular axis s+ = (0.818463, 0.004476, 0.574542)
tilt of s+ out of xz plane = 0.2565 deg
axis, formula minus root search = 7.7e-15 rad
m = 2.402500 + 2.11632e-04 i
q = -2.73934e-07 +9.83629e-05 i; |q| = 9.83633e-05
M11-m = -2.73934e-07 +9.83629e-05 i
M12 = -9.83629e-05 -2.73934e-07 i
singular values of M-mI = 1.9673e-04, 6.3e-16
n = 1.550000 + 6.82685e-05 i
beta = -0.00182 +0.66455 i 1/mm; |beta| = 0.66455 1/mm
|q|/Im m = 0.4648 (passive limit 1)
largest |q|/Im m, 300 random tensors = 0.9474
|q|/Im m when only eps2 absorbs = 1.00000000
peak depth z* = 1.3988 mm
created amplitude at z* = 0.3420; bound = 0.7358
z = 0.5 mm: kept 0.6995, created 0.2324, intensity ratio 0.1104
z = 1.0 mm: kept 0.4892, created 0.3251, intensity ratio 0.4416
z = 2.0 mm: kept 0.2394, created 0.3181, intensity ratio 1.7665
wave-equation residual, Voigt field = 1.5e-15
residual without linear term = 1.954e-04
Maxwell propagation minus formula = 2.3e-12
eigenvalue splitting ratio, tilt x4 = 1.9997
field change ratio, tilt x10 = 10.000
Neglected effects, relative field change at z*:
  misalignment 0.01 deg, worst azimuth: 0.0129
  shift of n2 alone by 1e-05: 0.0280
  kappa2 larger by 5 %: 0.0148
beam radius 1.0 mm: divergence 0.0071 deg in crystal
lateral walk-off scale at z* = 12.79 um
plate echoes: change of amplitude ratio up to 1.27 %
echo estimate 2|r|^2 exp(-2) = 1.26 %
OK
```
